# Generalized Oscillator Strengths of Hydrogen and the Bethe Sum Rule

## Problem

A fast charged particle transfers momentum \(\mathbf q\) to a hydrogen atom in its ground state. Treat the atom nonrelativistically, with a fixed nucleus and without spin. Hartree atomic units are used, so \(\hbar=m_e=e=1\), lengths are in bohr and \(q\) is in inverse bohr. Take \(\mathbf q\) along \(z\), and define for each final state \(n\)

\[
F_n(q)=\langle n|e^{iqz}|1s\rangle,\qquad
f_n(q)=\frac{2\,\Delta E_n}{q^2}\,|F_n(q)|^2,\qquad
\Delta E_n=E_n-E_{1s}.
\]

The quantity \(f_n(q)\) is the generalized oscillator strength.

1. Compute \(f_{2p}(q)\) and \(f_{2s}(q)\) in closed form.
2. The transition 1s to 2s is dipole-forbidden. Show that its strength rises as \(q^2\) at small \(q\), identify the matrix element responsible, and find where the rise ends and where \(f_{2s}\) overtakes \(f_{2p}\).
3. Prove the Bethe sum rule \(\sum_n f_n(q)=1\), in which the sum runs over all bound states and includes the integral over the continuum.
4. Verify the sum rule numerically at \(q=0.1,\,0.5,\,1\) and \(2\), and find how the strength is shared between bound and continuum states.

## Solution

### Why this operator appears

In the first Born approximation the projectile, at position \(\mathbf R\), enters and leaves as a plane wave. Its Coulomb interaction with the electron at \(\mathbf r\) then contributes, up to the sign of its charge and a constant factor,

\[
\int \frac{e^{i\mathbf q\cdot\mathbf R}}{|\mathbf R-\mathbf r|}\,d^3R
=\frac{4\pi}{q^2}\,e^{i\mathbf q\cdot\mathbf r}.
\]

The integral is understood as the limit, for \(\kappa\to0\), of the same integral with a screening factor \(e^{-\kappa|\mathbf R-\mathbf r|}\), which gives \(4\pi/(q^2+\kappa^2)\) in place of \(4\pi/q^2\). The interaction with the nucleus does not depend on \(\mathbf r\), so it drops out when the final state is orthogonal to 1s. The scattering probability is therefore proportional to \(|F_n|^2/q^4\), apart from the ratio \(k_f/k_i\) of the final to the initial momentum of the projectile, which depends on \(\Delta E_n\) and is close to 1 for a fast projectile. The atomic wave functions enter through \(F_n\) alone. Exchange, which is present when the projectile is an electron, is neglected.

### 1. The two closed forms

The normalized orbitals are

\[
\psi_{1s}=\frac{e^{-r}}{\sqrt\pi},\qquad
\psi_{2s}=\frac{(2-r)\,e^{-r/2}}{4\sqrt{2\pi}},\qquad
\psi_{2p}=\frac{z\,e^{-r/2}}{4\sqrt{2\pi}}.
\]

The last one has \(m=0\). The operator \(e^{iqz}\) is unchanged by rotation about \(z\), so the states with \(m=\pm1\) are not reached from 1s. Since \(E_n=-1/(2n^2)\), both transitions have \(\Delta E=\tfrac12-\tfrac18=\tfrac38\) hartree, which is 10.204 eV.

Both products with \(\psi_{1s}\) contain \(e^{-ar}\) with \(a=\tfrac32\), and both amplitudes follow from one integral:

\[
I(a,q)=\int e^{-ar}e^{iqz}\,d^3r .
\]

With \(z=r\mu\), the integral over \(\mu\) from \(-1\) to \(1\) gives \(2\sin(qr)/(qr)\), and the azimuth gives \(2\pi\). Hence

\[
I=\frac{4\pi}{q}\int_0^\infty r\,e^{-ar}\sin(qr)\,dr .
\]

The imaginary part of \(\int_0^\infty e^{-(a-iq)r}dr=1/(a-iq)\) is \(\int_0^\infty e^{-ar}\sin(qr)\,dr=q/(a^2+q^2)\). Applying \(-\partial/\partial a\) supplies the missing factor \(r\) and gives \(2aq/(a^2+q^2)^2\). With \(D=a^2+q^2\),

\[
I=\frac{8\pi a}{D^2}.
\]

**The 2p amplitude.** The prefactor of \(\psi_{2p}\psi_{1s}\) is \(1/(4\sqrt2\,\pi)\). A factor \(z\) in the integrand is produced by \(-i\,\partial/\partial q\), and \(\partial D/\partial q=2q\), so

\[
\int z\,e^{-ar}e^{iqz}d^3r=-i\,\frac{\partial I}{\partial q}
=-i\left(-\frac{32\pi a q}{D^3}\right)=\frac{32\pi i\,a q}{D^3}.
\]

Dividing by \(4\sqrt2\,\pi\) and setting \(a=\tfrac32\),

\[
F_{2p}=\frac{8i\,aq}{\sqrt2\,D^3}=\frac{12\,i\,q}{\sqrt2\,D^3}
=\frac{6\sqrt2\,i\,q}{(q^2+\frac94)^3}.
\]

Then \(|F_{2p}|^2=72q^2/D^6\). Multiplication by \(2\Delta E/q^2=3/(4q^2)\) gives

\[
f_{2p}(q)=\frac{54}{(q^2+\frac94)^6}.
\]

**The 2s amplitude.** The prefactor is again \(1/(4\sqrt2\,\pi)\), and the remaining integral is that of \((2-r)e^{-ar}e^{iqz}\). A factor \(r\) is produced by \(-\partial/\partial a\):

\[
\int r\,e^{-ar}e^{iqz}d^3r=-\frac{\partial I}{\partial a}
=-\frac{8\pi}{D^2}+\frac{32\pi a^2}{D^3}
=\frac{8\pi(3a^2-q^2)}{D^3}.
\]

Subtracting this from \(2I=16\pi a(a^2+q^2)/D^3\),

\[
\int(2-r)e^{-ar}e^{iqz}d^3r
=\frac{8\pi}{D^3}\left[2a^3-3a^2+(2a+1)q^2\right].
\]

At \(a=\tfrac32\) the first two terms are both \(\tfrac{27}{4}\) in size and cancel. This must happen, because at \(q=0\) the amplitude is the overlap of two orthogonal orbitals. The bracket is then \(4q^2\), and

\[
F_{2s}=\frac{32\pi q^2}{4\sqrt2\,\pi D^3}
=\frac{4\sqrt2\,q^2}{(q^2+\frac94)^3}.
\]

With \(|F_{2s}|^2=32q^4/D^6\) and the same factor \(3/(4q^2)\),

\[
f_{2s}(q)=\frac{24\,q^2}{(q^2+\frac94)^6}.
\]

### 2. The dipole-forbidden transition

**Origin of the \(q^2\) law.** Expand the operator at small \(q\):

\[
e^{iqz}=1+iqz-\tfrac12q^2z^2+\dots
\]

Between 1s and 2s, the constant term vanishes by orthogonality and the linear term by parity. The first surviving term contains \(z^2\), which may be replaced by \(r^2/3\) because both orbitals are spherical:

\[
F_{2s}\simeq-\frac{q^2}{6}\langle 2s|r^2|1s\rangle .
\]

The matrix element follows from \(\int_0^\infty r^k e^{-ar}dr=k!/a^{k+1}\):

\[
\langle 2s|r^2|1s\rangle=\frac{4\pi}{4\sqrt2\,\pi}\int_0^\infty r^4(2-r)e^{-3r/2}dr
=\frac1{\sqrt2}\left[\frac{48}{(3/2)^5}-\frac{120}{(3/2)^6}\right]
=-\frac{512\sqrt2}{243}.
\]

Its value is \(-2.97974\) bohr². Therefore

\[
f_{2s}\simeq\frac{3}{4q^2}\left(\frac{2.97974\,q^2}{6}\right)^2
=0.18498\,q^2,
\]

in agreement with the coefficient \(24(4/9)^6\) of the closed form. The squared amplitude itself starts as \(q^4\), and the division by \(q^2\) in the definition of \(f_n\) leaves \(q^2\).

For 2p the linear term survives. With \(\langle2p|z|1s\rangle=0.74494\) bohr, the limit is \(f_{2p}(0)=\tfrac34(0.74494)^2=0.41620\), the oscillator strength for absorption of light in the dipole approximation. In the scattering probability \(|F_n|^2/q^4\), the 2p channel thus grows as \(1/q^2\) when \(q\to0\), while the 2s channel tends to a constant. In an actual excitation \(q\) cannot reach zero. A projectile of speed \(v\) that loses energy \(\Delta E\) loses momentum of magnitude about \(\Delta E/v\), because \(dE=v\,dk\), and this is the value of \(q\) at zero angle. For a fast projectile this minimum lies far below \(\tfrac32\), so forward scattering favours the dipole-allowed transition, but it does not exclude the other.

**Range of the law.** The local exponent of the full formula is

\[
\frac{d\ln f_{2s}}{d\ln q}=2-\frac{12q^2}{q^2+\frac94}.
\]

It is close to 2 only when \(6q^2\ll q^2+\tfrac94\), that is when \(q^2\ll\tfrac{9}{20}\). Between \(q=0.01\) and \(0.02\), quadrature with the full orbitals gives an average exponent of 1.9988. The exponent vanishes when \(q^2+\tfrac94=6q^2\), that is at

\[
q^2=\frac{9}{20},\qquad q=0.6708\ \text{bohr}^{-1}=1.2677\ \text{Å}^{-1}.
\]

There \(f_{2s}\) has its maximum, 0.02788. At large \(q\) the exponent tends to \(-10\), so the rise as \(q^2\) is a small-\(q\) statement.

**Comparison with 2p.** The ratio of the closed forms is

\[
\frac{f_{2s}}{f_{2p}}=\frac{4q^2}{9}.
\]

The two strengths are equal at \(q=\tfrac32\), where each is 0.00650. Beyond that point the dipole-forbidden transition is the stronger of the two, although both are then small.

### 3. Proof of the Bethe sum rule

Write \(\psi=\psi_{1s}\), \(E_0=E_{1s}\) and \(g=e^{iqz}\), so that \(F_n=\langle n|g\psi\rangle\). The eigenstates of \(H=-\tfrac12\nabla^2+V\), bound and continuum together, form a complete set. Expanding \(g\psi\) in them gives

\[
\sum_n(E_n-E_0)|F_n|^2=\langle g\psi|(H-E_0)|g\psi\rangle .
\]

The 1s state belongs to the set, but it contributes nothing here because its energy difference is zero.

To evaluate the right-hand side, use \(\nabla g=iqg\,\hat{\mathbf z}\) and \(\nabla^2g=-q^2g\) in the product rule:

\[
-\tfrac12\nabla^2(g\psi)=-\tfrac12\left[\psi\nabla^2g+2\nabla g\cdot\nabla\psi+g\nabla^2\psi\right]
=\tfrac12q^2g\psi-iq\,g\,\frac{\partial\psi}{\partial z}-\tfrac12g\nabla^2\psi .
\]

The potential \(V(r)\) is local, so \(Vg\psi=gV\psi\). The last term above therefore combines with the potential and \(-E_0\) into \(g(H-E_0)\psi=0\), and

\[
(H-E_0)g\psi=g\left(\tfrac12q^2\psi-iq\frac{\partial\psi}{\partial z}\right).
\]

Multiply by \(g^*\psi\) and integrate. Since \(|g|^2=1\) and \(\psi\) is real,

\[
\langle g\psi|(H-E_0)|g\psi\rangle
=\frac{q^2}{2}\int\psi^2d^3r-\frac{iq}{2}\int\frac{\partial(\psi^2)}{\partial z}d^3r
=\frac{q^2}{2}.
\]

The second integral is zero because \(\psi^2\) vanishes at infinity. Multiplication by \(2/q^2\) gives

\[
\sum_n f_n(q)=1\qquad\text{for every } q>0 .
\]

**Meaning.** Completeness also gives \(\sum_n|F_n|^2=\langle g\psi|g\psi\rangle=1\), with the elastic term \(n=1s\) included. The numbers \(|F_n|^2\) are thus the probabilities of the final states after a sudden momentum kick \(q\), and the mean energy received is \(q^2/2\). This equals the kinetic energy that a free electron at rest would acquire from the same kick.

**Conditions.** The proof uses the kinetic energy \(-\tfrac12\nabla^2\), a local potential and a complete set of final states. A nonlocal potential does not in general commute with \(g\), and the result then acquires a correction. Omitting the continuum also breaks the rule, by the amounts found below.

### 4. Numerical verification

**Reduction to radial integrals.** The plane wave has the expansion

\[
e^{iqz}=\sum_{l=0}^\infty i^l(2l+1)\,j_l(qr)\,P_l(\cos\theta),
\]

where \(j_l\) is a spherical Bessel function. Let the final state be \((u_{nl}/r)Y_{l0}\), with \(Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l\), and write 1s as \((u_{1s}/r)/\sqrt{4\pi}\), with \(u_{1s}=2re^{-r}\). Because \(\int P_l^2\,d\Omega=4\pi/(2l+1)\), the angular factors combine to \(i^l\sqrt{2l+1}\), so

\[
|F_{nl}|^2=(2l+1)\left|\int_0^\infty u_{nl}(r)\,j_l(qr)\,u_{1s}(r)\,dr\right|^2 .
\]

**Final states.** For each \(l\) from 0 to 20, the radial Hamiltonian is diagonalized in 60 functions

\[
\phi_k(r)=\sqrt{\frac{k!}{(k+2l+2)!}}\;r^{l+1}e^{-r/2}L_k^{(2l+2)}(r),\qquad k=0,\dots,59 .
\]

They are orthonormal, because the Laguerre polynomials \(L_k^{(2l+2)}\) are orthogonal with weight \(r^{2l+2}e^{-r}\). The matrix elements are

\[
H_{jk}=\int_0^\infty\left[\tfrac12\phi_j'\phi_k'+\left(\frac{l(l+1)}{2r^2}-\frac1r\right)\phi_j\phi_k\right]dr ,
\]

where the kinetic term has been integrated by parts; its boundary terms vanish. The functions \(u_{2s}\propto r(2-r)e^{-r/2}\) and \(u_{2p}\propto r^2e^{-r/2}\) lie in this basis, so the diagonalization also tests the closed forms of part 1.

The eigenvectors with positive energy are not scattering states. Each is a normalizable function that stands for a slice of the continuum. The sum over all eigenvectors, of negative and positive energy together, can nevertheless replace the sum over bound states plus the continuum integral. The energy-weighted sum equals \(\langle Pg\psi|(H-E_0)|Pg\psi\rangle\), where \(P\) projects onto the basis, so it depends only on how well the basis represents \(g\psi\) and the action of \(H\) on it. The positive-energy eigenvectors taken alone give the continuum part only approximately.

**Separating bound from continuum.** A slice at the ionization threshold may mix the two kinds of state. The bound strength is therefore computed separately, from the exact radial functions up to \(n=12\). For higher \(n\) the binding energy is negligible near the nucleus, where 1s is concentrated, so the shape of \(u_{nl}\) there depends only weakly on \(n\). The probability of finding the electron there falls as the inverse of the classical orbital period \(2\pi n^3\). To leading order this gives a tail \(f_n\simeq f_{12}(12/n)^3\). The continuum share is the total from the diagonalization minus the bound strength. It agrees with the sum over positive-energy eigenvectors to within 0.004, the tolerance allowed for mixing at threshold.

| \(q\) (bohr⁻¹) | \(f_{2p}\) | \(f_{2s}\) | bound, \(n\ge3\) | continuum | total |
|---|---|---|---|---|---|
| 0.1 | 0.405 | 0.002 | 0.149 | 0.444 | 1.0000 |
| 0.5 | 0.221 | 0.025 | 0.133 | 0.621 | 1.0000 |
| 1.0 | 0.046 | 0.020 | 0.052 | 0.882 | 1.0000 |
| 2.0 | 0.001 | 0.002 | 0.002 | 0.995 | 1.0000 |

As a check by hand, at \(q=1\) the denominator is \((3.25)^6=1178.4\). This gives \(f_{2p}=54/1178.4=0.0458\) and \(f_{2s}=24/1178.4=0.0204\). The program tests the total against 1 with a tolerance of \(2\times10^{-5}\) at each of the four values of \(q\).

**Shift to the continuum.** A bound excitation has \(\Delta E_n<\tfrac12\), and the probabilities \(|F_n|^2\) add up to at most 1. Hence

\[
\sum_{\text{bound}}f_n(q)<\frac{1}{q^2}.
\]

The bound share must vanish at large \(q\), and ionization takes over the sum. At \(q=2\) this upper limit is 0.25, while the computed bound share is about 0.005.

**Shift to higher multipoles.** If only \(l=0\) and \(l=1\) are kept, the total falls to 0.993, 0.867, 0.660 and 0.388 at the four values of \(q\). At small \(q\), \(j_l(qr)\propto(qr)^l\), so for \(l\ge1\) the strength of multipole \(l\) starts as \(q^{2l-2}\). The dipole part then carries the whole sum in the limit \(q\to0\), since the \(l=0\) part also vanishes as \(q^2\). When \(q\) is comparable with the inverse size of the atom, the higher multipoles are no longer small: \(l\ge2\) carries 0.340 of the sum at \(q=1\) and 0.612 at \(q=2\), although the dipole term is still the largest single one at both values. A calculation restricted to low \(l\) then violates the sum rule.

## Values computed for the example and the checks

```
Transition energy to n=2: 0.3750 hartree
  the same: 10.204 eV
Optical limit f_2p(0): 0.41620 (no unit)
Matrix element <2p|z|1s>: 0.74494 bohr
Matrix element <2s|r^2|1s>: -2.97974 bohr^2
Coefficient of q^2 in f_2s: 0.18498 bohr^2
Exponent of f_2s, q from 0.01 to 0.02 1/bohr: 1.9988
Peak of f_2s at q = 0.6708 1/bohr
  the same: 1.2677 1/angstrom
Height of that peak: 0.02788 (no unit)
f_2s = f_2p at q = 1.50 1/bohr
  common value there: 0.00650 (no unit)
Basis functions for each l: 60; largest l: 20
Strengths (no unit), q in 1/bohr; continuum = total - bound
   q      f_2p     f_2s   bound n>=3  continuum   total
 0.10   0.40527  0.00180    0.1493     0.4437   1.00000
 0.50   0.22118  0.02458    0.1329     0.6213   1.00000
 1.00   0.04582  0.02037    0.0516     0.8822   1.00000
 2.00   0.00091  0.00161    0.0022     0.9953   1.00000
Part of the total from l = 0 and l = 1 only (no unit)
  q = 0.10 1/bohr: 0.99340
  q = 0.50 1/bohr: 0.86735
  q = 1.00 1/bohr: 0.66041
  q = 2.00 1/bohr: 0.38820
```
